# Lithium Donor Solubility in Gallium-Doped Germanium at Fixed Lithium Chemical Potential: a program that tests the result

```python
# Result under test: lithium donor solubility in gallium-doped germanium,
#   D = D0 * exp(asinh(A / (2 n0))),  n0 = D0/2 + sqrt(D0^2/4 + ni^2).
# D: Li+ density; D0: its value without gallium; A: ionized gallium density;
# n0: electron density of undoped, lithium-saturated crystal; ni: intrinsic density.
# The lithium chemical potential is fixed. Densities are in cm^-3.
# Independent roads: direct minimization of the grand potential, and a
# neutrality solution with Fermi-Dirac bands and finite lithium site occupation.
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize, brentq

T = 573.0                    # K
gap_eV = 0.55                # rough gap of Ge at this temperature
mass_e, mass_h = 0.55, 0.34  # rough density-of-states masses
D0 = 1.0e17                  # rough lithium solubility without gallium
A = 5.0e17                   # gallium density
eps_r = 16.0
lattice_cm = 5.66e-8
kT = sc.k * T / sc.e         # eV
sites = 8 / lattice_cm**3    # one tetrahedral interstitial site per Ge atom


def band_density(mass):
    return 2e-6 * (2*np.pi*mass*sc.m_e*sc.k*T / sc.h**2)**1.5


Nc, Nv = band_density(mass_e), band_density(mass_h)
gap = gap_eV / kT
ni = np.sqrt(Nc * Nv) * np.exp(-gap / 2)


def undoped_electrons(d0):
    return d0/2 + np.sqrt(d0**2/4 + ni**2)


def solubility(acceptors, d0, n_ref):
    return d0 * np.exp(np.arcsinh(acceptors / (2*n_ref)))


def lithium_cost(d0):
    # energy/kT to put Li+ on a site and its electron at the band edge,
    # less the lithium chemical potential
    return np.log(sites * Nc / (d0 * undoped_electrons(d0)))


def minimize_potential(acceptors, cost, scale):
    # Neutrality is built in; neither mass-action law is used.
    def densities(v):
        share = 1 / (1 + np.exp(-v[0]))
        free = scale * np.exp(v[1])
        if acceptors >= 0:
            n, positive = free, free + acceptors
        else:
            n, positive = free - acceptors, free
        return share*positive, n, (1 - share)*positive

    def potential(v):
        d, n, p = densities(v)
        return (d*(np.log(d/sites) - 1 + cost)
                + n*(np.log(n/Nc) - 1)
                + p*(np.log(p/Nv) - 1 + gap)) / scale

    fit = minimize(potential, [0.0, 0.0], method="Nelder-Mead",
                   options=dict(xatol=1e-9, fatol=1e-13,
                                maxiter=3000, maxfev=6000))
    return densities(fit.x)


n0 = undoped_electrons(D0)
K = D0 * n0
p0 = ni**2 / n0
cost = lithium_cost(D0)
D = solubility(A, D0, n0)
gain = D / D0
n, p = K / D, ni**2 * D / K
fermi_drop = kT * np.arcsinh(A / (2*n0))

# Tolerance 2e-5: a minimum of a rounded function fixes its position
# only to about the square root of machine precision.
tol = 2e-5
ref = minimize_potential(0.0, cost, n0)
assert abs(ref[0]/D0 - 1) < tol and abs(ref[1]/n0 - 1) < tol
for acc in (-A, 1e16, 1e17, A, 1e18):
    d_num, n_num, p_num = minimize_potential(acc, cost, n0)
    ratio = solubility(acc, D0, n0) / D0
    assert abs(d_num / (D0*ratio) - 1) < tol
    assert abs(p_num/ref[2]/ratio - 1) < tol
    assert abs(d_num/(d_num + p_num) - D0/n0) < tol
    drop_num = kT * np.log(ref[1] / n_num)
    assert abs(drop_num - kT*np.arcsinh(acc/(2*n0))) < tol
    assert (d_num > ref[0]) == (acc > 0)

# Weak- and heavy-doping limits, from the minimization itself.
weak = minimize_potential(0.02*n0, cost, n0)[0]
assert abs((weak - ref[0]) / (D0*0.01) - 1) < 0.01
shares = []
for r in (0.1, 1.0, 10.0):
    d_ref = ni / r
    n_ref = undoped_electrons(d_ref)
    heavy = minimize_potential(50*n_ref, lithium_cost(d_ref), n_ref)[0]
    share = 2 / (1 + np.sqrt(1 + 4*r*r))
    assert abs(heavy/(50*n_ref)/share - 1) < 1e-3
    shares.append((r, share))

# Fermi-Dirac bands by quadrature (energy/kT = u^2).
u = np.linspace(0, 8, 1601)


def fermi_half(eta):
    y = u*u / (1 + np.exp(u*u - eta))
    return 4/np.sqrt(np.pi) * (u[1]-u[0]) * (y.sum() - (y[0]+y[-1])/2)


def full_statistics(acceptors, cost_, gap_):
    def parts(eta):
        return (sites/(1 + np.exp(cost_ + eta)), Nc*fermi_half(eta),
                Nv*fermi_half(-eta - gap_))

    def charge(eta):
        d, e, h = parts(eta)
        return (e + acceptors - d - h) / Nc

    return parts(brentq(charge, -gap_, 0, xtol=1e-13, rtol=1e-13))


def statistics_error(dilution):
    shift = 2*np.log(dilution)
    a = A / dilution
    start = full_statistics(0.0, cost + shift, gap + shift)
    end = full_statistics(a, cost + shift, gap + shift)
    return end[0] / solubility(a, start[0], start[1]) - 1


err_fd, err_dilute = statistics_error(1.0), statistics_error(1000.0)
assert abs(err_fd) < 0.02
assert abs(err_dilute) < 1e-4 and abs(err_dilute) < abs(err_fd)/50

# Incomplete ionization with rough shallow levels (formal estimate).
level_Ga, level_Li = 0.011, 0.009  # eV
x = 4 * p/Nv * np.exp(level_Ga/kT)
neutral_Ga = x / (1 + x)
neutral_Li = 2 * n/Nc * np.exp(level_Li/kT)
change_ion = solubility(A*(1-neutral_Ga), D0, n0)/D - 1

# Debye screening by mobile charges: one-pass change from undoped to doped.
eps = eps_r * sc.epsilon_0


def debye_length(mobile):
    return np.sqrt(eps*sc.k*T / (sc.e**2 * mobile*1e6))


def screening_energy(length):
    return sc.e / (8*np.pi*eps*length)  # eV for one unit charge


L0, L1 = debye_length(D0+n0+p0), debye_length(D+n+p)
extra = screening_energy(L1) - screening_energy(L0)
factor = np.exp(extra/kT)
change_debye = solubility(A, factor*D0, factor*n0)/D - 1

# Ion pairs on the four nearest interstitial sites of each gallium atom.
distance = np.sqrt(3)/4 * lattice_cm * 1e-2  # m
binding = sc.e / (4*np.pi*eps*distance)      # eV


def pair_constant(energy, temperature):
    return 4/sites * np.exp(energy*sc.e/(sc.k*temperature))


def with_pairs(constant):
    def balance(free):
        return free*(1 + constant*solubility(free, D0, n0)) / A - 1
    free = brentq(balance, 0, A, xtol=1e3)
    return A - free, solubility(free, D0, n0) + A - free


pair_rows = []
for energy in (binding, binding + 0.1):
    constant = pair_constant(energy, T)
    pairs, total = with_pairs(constant)
    assert total > D
    pair_rows.append((energy, constant, pairs, total))
pair_room = pair_constant(binding, 300.0) * A

print(f"Temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"Gap: {gap_eV:.2f} eV; masses e, h: {mass_e:.2f}, {mass_h:.2f} m_e")
print(f"Lattice constant: {lattice_cm*1e8:.2f} angstrom")
print(f"Lithium sites: {sites:.3e} cm^-3")
print(f"Nc: {Nc:.3e} cm^-3; Nv: {Nv:.3e} cm^-3")
print(f"Intrinsic density ni: {ni:.3e} cm^-3")
print(f"Undoped lithium solubility D0: {D0:.3e} cm^-3")
print(f"Undoped electrons n0: {n0:.3e} cm^-3; holes p0: {p0:.3e} cm^-3")
print(f"Mass-action constant K: {K:.3e} cm^-6")
print(f"Gallium density A: {A:.3e} cm^-3; A/(2 n0): {A/(2*n0):.4f}")
print(f"Doped lithium solubility D: {D:.3e} cm^-3")
print(f"Solubility enhancement D/D0: {gain:.3f}")
print(f"Doped electrons n: {n:.3e} cm^-3; holes p: {p:.3e} cm^-3")
print(f"Charge sums D+p: {D+p:.4e}; A+n: {A+n:.4e} cm^-3")
print(f"Lithium share of positive charge D0/n0: {D0/n0:.4f}")
print(f"Fermi level drop: {fermi_drop*1e3:.2f} meV")
for acc in (1e16, 1e17, 5e17, 1e18, -5e17):
    d = solubility(acc, D0, n0)
    print(f"Net acceptors {acc:.1e}: D = {d:.3e} cm^-3, D/D0 = {d/D0:.3f}")
for r, share in shares:
    print(f"ni/D0 = {r:.1f}: heavy-doping limit of D/A = {share:.4f}")
for d_ref in (D0/2, 2*D0):
    d = solubility(A, d_ref, undoped_electrons(d_ref))
    print(f"D0 = {d_ref:.1e}: D = {d:.3e} cm^-3, D/D0 = {d/d_ref:.3f}")
print(f"Full statistics, change of D: {100*err_fd:.3f} %")
print(f"Same, all densities 1000 times lower: {100*err_dilute:.6f} %")
print(f"Rough levels Ga, Li: {level_Ga*1e3:.0f}, {level_Li*1e3:.0f} meV")
print(f"Neutral gallium fraction: {100*neutral_Ga:.2f} %")
print(f"Neutral/ionized lithium: {100*neutral_Li:.2f} %")
print(f"Neutral gallium, change of D: {100*change_ion:.2f} %")
print(f"Relative permittivity: {eps_r:.0f}")
print(f"Debye length undoped, doped: {L0*1e9:.2f}, {L1*1e9:.2f} nm")
print(f"Extra screening energy per charge: {extra*1e3:.2f} meV")
print(f"Debye screening, change of D: {100*change_debye:.2f} %")
print(f"Li-Ga nearest distance: {distance*1e9:.4f} nm")
for energy, constant, pairs, total in pair_rows:
    print(f"Pair binding {energy:.3f} eV: constant {constant:.2e} cm^3")
    print(f"  pairs {pairs:.2e} cm^-3, total Li {total:.3e} cm^-3")
    print(f"  change of total lithium: {100*(total/D-1):.2f} %")
print(f"Pair constant times A at {T:.0f} K: {pair_rows[0][1]*A:.3f}")
print(f"Pair constant times A at 300 K: {pair_room:.1f}")
print("all good")
```

It prints:

```
Temperature: 573 K; kT: 0.04938 eV
Gap: 0.55 eV; masses e, h: 0.55, 0.34 m_e
Lattice constant: 5.66 angstrom
Lithium sites: 4.412e+22 cm^-3
Nc: 2.702e+19 cm^-3; Nv: 1.313e+19 cm^-3
Intrinsic density ni: 7.182e+16 cm^-3
Undoped lithium solubility D0: 1.000e+17 cm^-3
Undoped electrons n0: 1.375e+17 cm^-3; holes p0: 3.751e+16 cm^-3
Mass-action constant K: 1.375e+34 cm^-6
Gallium density A: 5.000e+17 cm^-3; A/(2 n0): 1.8180
Doped lithium solubility D: 3.893e+17 cm^-3
Solubility enhancement D/D0: 3.893
Doped electrons n: 3.532e+16 cm^-3; holes p: 1.460e+17 cm^-3
Charge sums D+p: 5.3532e+17; A+n: 5.3532e+17 cm^-3
Lithium share of positive charge D0/n0: 0.7272
Fermi level drop: 67.11 meV
Net acceptors 1.0e+16: D = 1.037e+17 cm^-3, D/D0 = 1.037
Net acceptors 1.0e+17: D = 1.428e+17 cm^-3, D/D0 = 1.428
Net acceptors 5.0e+17: D = 3.893e+17 cm^-3, D/D0 = 3.893
Net acceptors 1.0e+18: D = 7.407e+17 cm^-3, D/D0 = 7.407
Net acceptors -5.0e+17: D = 2.569e+16 cm^-3, D/D0 = 0.257
ni/D0 = 0.1: heavy-doping limit of D/A = 0.9902
ni/D0 = 1.0: heavy-doping limit of D/A = 0.6180
ni/D0 = 10.0: heavy-doping limit of D/A = 0.0951
D0 = 5.0e+16: D = 2.571e+17 cm^-3, D/D0 = 5.143
D0 = 2.0e+17: D = 5.245e+17 cm^-3, D/D0 = 2.622
Full statistics, change of D: 0.082 %
Same, all densities 1000 times lower: 0.000083 %
Rough levels Ga, Li: 11, 9 meV
Neutral gallium fraction: 5.27 %
Neutral/ionized lithium: 0.31 %
Neutral gallium, change of D: -4.60 %
Relative permittivity: 16
Debye length undoped, doped: 12.60, 8.75 nm
Extra screening energy per charge: 1.57 meV
Debye screening, change of D: 0.41 %
Li-Ga nearest distance: 0.2451 nm
Pair binding 0.367 eV: constant 1.54e-19 cm^3
  pairs 2.70e+16 cm^-3, total Li 3.979e+17 cm^-3
  change of total lithium: 2.22 %
Pair binding 0.467 eV: constant 1.17e-18 cm^3
  pairs 1.30e+17 cm^-3, total Li 4.322e+17 cm^-3
  change of total lithium: 11.03 %
Pair constant times A at 573 K: 0.077
Pair constant times A at 300 K: 66.9
all good
```
